# In-Plane Magnetic Field and the WKB Exponent of a Rectangular Barrier

**Q.** A magnetic force does no work. Why should a magnetic field in the plane of a tunnel barrier change the tunnelling probability at all?

**A.** The total energy is indeed unchanged, but tunnelling depends on how that energy is shared between motion across the barrier and motion along it, and the field changes the sharing.

Let the barrier occupy $0<x<d$, with a flat top $V_0$ and sharp faces. The electron has charge $-e$, an isotropic mass $m$ and total energy $E=V_0-\phi$, with $\phi>0$. The field $B$ points along $z$, in the plane of the layer. I choose the vector potential $\mathbf A=(0,Bx,0)$, whose curl is $B\hat{\mathbf z}$. Inside the barrier

$$H=\frac{p_x^2+(p_y+eBx)^2+p_z^2}{2m}+V_0 .$$

Neither $y$ nor $z$ appears in $H$, so the canonical momenta $p_y$ and $p_z$ are conserved. The kinetic momentum along $y$ is $mv_y=p_y+eBx$, which grows with depth. An electron that enters with no transverse motion acquires some on the way, and less energy is left for the normal direction.

**Q.** You chose a gauge in which $A_y$ vanishes at the entry face. With $A_y=B(x-x_0)$ the growing term would be different.

**A.** The condition must be put on the kinetic momentum, which is physical. In your gauge, zero kinetic momentum at $x=0$ means $p_y-eBx_0=0$, so $p_y=eBx_0$. At depth $x$ the kinetic momentum is then

$$p_y+eB(x-x_0)=eBx ,$$

as before. A general gauge change multiplies the wave function by a phase and leaves its modulus and the kinetic momentum alone. In my gauge the entry condition reads $p_y=0$, and I also take $p_z=0$.

**Q.** Then what is the decay rate inside the barrier?

**A.** Set $H=E$ with $p_y=p_z=0$:

$$\frac{p_x^2}{2m}=E-V_0-\frac{(eBx)^2}{2m}=-\left[\phi+\frac{(eBx)^2}{2m}\right].$$

The right side is negative, so $p_x=i\hbar\kappa$. With $\beta=eB/\hbar$ this gives

$$\kappa(x)^2=\kappa_0^2+\beta^2x^2,\qquad \kappa_0=\frac{\sqrt{2m\phi}}{\hbar}.$$

The electron sees a barrier whose top rises parabolically from the entry face. The wave function across the layer obeys $\psi''=\kappa^2\psi$. Writing $\psi=e^{-w}$ gives $\psi''=(w'^2-w'')\psi$, hence $w'^2-w''=\kappa^2$. If $\kappa$ varies slowly, $|\kappa'|\ll\kappa^2$, the term $w''$ may be dropped and $w'=\kappa$. The probability density then falls by $e^{-S}$, with

$$S=2\int_0^d\kappa(x)\,dx .$$

This $S$ is what I call the WKB exponent. The factors that multiply $e^{-S}$ in the transmission are a separate matter.

**Q.** Do the integral without approximating, so that I can see what is thrown away later.

**A.** Substitute $x=(\kappa_0/\beta)s$. The upper limit becomes

$$u=\frac{\beta d}{\kappa_0}=\frac{eBd}{\hbar\kappa_0},$$

the ratio of the transverse momentum gained to $\hbar\kappa_0$. Then

$$S=\frac{2\kappa_0^2}{\beta}\int_0^u\sqrt{1+s^2}\,ds=\frac{\kappa_0^2}{\beta}\left[u\sqrt{1+u^2}+\operatorname{asinh}u\right].$$

Since $\kappa_0^2/\beta=\kappa_0d/u$,

$$S=\kappa_0d\left[\sqrt{1+u^2}+\frac{\operatorname{asinh}u}{u}\right].$$

For $u\ll1$, expand the integrand, $\sqrt{1+s^2}=1+s^2/2-s^4/8+\dots$, and integrate term by term:

$$S=\frac{2\kappa_0d}{u}\left(u+\frac{u^3}{6}-\frac{u^5}{40}+\dots\right)=2\kappa_0d\left(1+\frac{u^2}{6}-\frac{u^4}{40}+\dots\right).$$

The first term is the zero-field exponent $S_0=2\kappa_0d$. The leading increase is $\kappa_0d\,u^2/3$, or

$$\boxed{\Delta S=\frac{e^2B^2d^3}{3\hbar^2\kappa_0}=\frac{e^2B^2d^3}{3\hbar\sqrt{2m\phi}}}$$

At fixed $\phi$ and $m$ it scales as field squared times thickness cubed.

**Q.** Where does the cube come from physically? I would have guessed a square.

**A.** The added transverse energy is $(eBx)^2/2m$, and its average over the layer is $e^2B^2d^2/6m$. That is your square. The exponent's sensitivity to barrier height supplies another power: $S_0\propto\sqrt\phi$, so $dS_0/d\phi=S_0/2\phi=\kappa_0d/\phi$. Multiplying, and using $\phi=\hbar^2\kappa_0^2/2m$,

$$\frac{\kappa_0d}{\phi}\,\frac{e^2B^2d^2}{6m}=\frac{2m\,d}{\hbar^2\kappa_0}\,\frac{e^2B^2d^2}{6m}=\frac{e^2B^2d^3}{3\hbar^2\kappa_0}.$$

Relative to $S_0$ the increase is $u^2/6$, which does grow as the square of the thickness.

**Q.** The formula diverges as $\phi\to0$. How far can I trust it?

**A.** As $\phi\to0$ at fixed $B$ and $d$, $u$ becomes large and the expansion fails before the divergence matters. WKB then also fails near the entry face, where $|\kappa'|\ll\kappa^2$ needs $\kappa_0^2\gg\beta$, although the exponent still gives the leading part of $-\ln T$ if $\beta d^2\gg1$. While WKB holds, the next term of the expansion lowers the increase by the fraction

$$\frac{2\kappa_0d\,u^4/40}{\kappa_0d\,u^2/3}=\frac{3u^2}{20}.$$

The leading term is also an upper bound on the WKB increase at any field. For $t\ge0$, $(1+t/2)^2=1+t+t^2/4\ge1+t$, so $\sqrt{1+t}\le1+t/2$; put $t=\beta^2x^2/\kappa_0^2$ and integrate.

In the opposite limit, $u\gg1$, reached in a layer thick enough that $\kappa_0^2\gg\beta$ still holds, use $\sqrt{1+u^2}\simeq u+1/2u$ and $\operatorname{asinh}u\simeq\ln2u$:

$$S\simeq\frac{eBd^2}{\hbar}+\frac{\hbar\kappa_0^2}{eB}\left(\ln2u+\frac12\right).$$

The exponent is then dominated by a term linear in $B$ and quadratic in $d$. The $B^2d^3$ law therefore belongs to weak fields, in the sense $u\ll1$.

**Q.** Give me numbers for a structure someone could build.

**A.** Take an undoped Si(001) layer between two CoSi$_2$ electrodes at 4.2 K, with rough typical values: $\phi=0.65$ eV and silicon electron masses of 0.19 (transverse) and 0.92 (longitudinal) free-electron masses. I choose $d=8$ nm and $B=10$ T. Silicon has six conduction valleys. I start with the pair whose long axis lies along $B$. For these the band-edge mass is 0.19 along both $x$ and $y$, so with parabolic valleys the isotropic formula applies. The numbers that follow belong to that parabolic model; real silicon departs from it at this depth in the gap, as discussed further on. Transverse momentum is measured from the valley minimum.

The inputs give $\kappa_0=1.8004$ nm$^{-1}$ and $\beta=0.015193$ nm$^{-2}$. Hence

$$S_0=2(1.8004)(8)=28.81,\qquad u=\frac{0.015193\times8}{1.8004}=0.0675,$$

$$\Delta S=\frac{(0.015193)^2(8)^3}{3(1.8004)}=0.02188 .$$

Direct quadrature of $S$ gives 0.02187, lower by a fraction $6.8\times10^{-4}$, in agreement with $3u^2/20$. The factor $e^{-S}$, which is $3.1\times10^{-13}$ at zero field, falls by 2.2 percent. The value $u=1$ would need 148 T.

Quadrature also shows the two powers. With $d$ held at 8 nm, the increase is 0.00547 at 5 T and 0.0873 at 20 T, a factor of 16 for a fourfold field. With $B$ held at 10 T, it is 0.00274 at 4 nm and 0.1746 at 16 nm, a factor of 64 for a fourfold thickness. The numerical output lists these values with most of the others used below.

**Q.** You insisted on zero transverse momentum at entry. Is that more than a convenience?

**A.** It removes a term linear in the field. Let the entry wavevector along $y$ be $q$, and keep the total energy fixed. Then

$$\kappa^2=\kappa_0^2+(q+\beta x)^2=\kappa_q^2+2q\beta x+\beta^2x^2,\qquad \kappa_q^2=\kappa_0^2+q^2 .$$

Expand the root to second order in $\beta$:

$$\kappa\simeq\kappa_q+\frac{2q\beta x+\beta^2x^2}{2\kappa_q}-\frac{4q^2\beta^2x^2}{8\kappa_q^3}
=\kappa_q+\frac{q\beta x}{\kappa_q}+\frac{\beta^2x^2}{2}\,\frac{\kappa_q^2-q^2}{\kappa_q^3}.$$

Since $\kappa_q^2-q^2=\kappa_0^2$, integration gives

$$S=2\kappa_qd+\frac{\beta q d^2}{\kappa_q}+\frac{\beta^2d^3\kappa_0^2}{3\kappa_q^3}+\dots$$

For $q=0.3$ nm$^{-1}$ and 1 T in the 8 nm layer, quadrature gives a linear part of 0.0160 and a quadratic part of 0.00021. Both agree with the formula within one part in a thousand. The linear part is some 76 times the larger. It changes sign with $q$: an electron entering with transverse motion opposite to the coming deflection is first slowed sideways, and tunnels more easily than without the field once $|q|$ exceeds about $\beta d/3$, where the linear term outweighs the quadratic one.

**Q.** A contact passes electrons with all values of $q$. The linear terms will not simply cancel, because the favoured electrons carry more weight.

**A.** They do not cancel, and the coefficient changes. Suppose the electrodes supply a sufficient range of $q$ at the given total energy, with slowly varying prefactors, and that $\kappa_0d\gg1$. Then small $q$ dominates, and $\kappa\simeq\kappa_0+(q+\beta x)^2/2\kappa_0$ gives

$$S\simeq2\kappa_0d+\frac1{\kappa_0}\left(q^2d+\beta qd^2+\frac{\beta^2d^3}{3}\right).$$

Complete the square:

$$S\simeq2\kappa_0d+\frac d{\kappa_0}\left(q+\frac{\beta d}{2}\right)^2+\frac{\beta^2d^3}{12\kappa_0},$$

because $1/3-1/4=1/12$. Integrating $e^{-S}$ over $q$ gives a Gaussian integral whose value does not depend on where its centre lies. What remains of the field is the last term:

$$\Delta S_{\rm sum}=\frac{e^2B^2d^3}{12\hbar^2\kappa_0}.$$

This is one quarter of the single-channel increase, with the same powers. The best electron enters with $q=-\beta d/2$ and leaves with $+\beta d/2$, which makes its average transverse energy in the barrier as small as possible.

**Q.** Your example has $\kappa_0d=14.4$, which is not enormous. How good is the quarter?

**A.** Keep the next term of the root. With $w=q+\beta x$ it adds $-\frac1{4\kappa_0^3}\int_0^d w^4dx$ to $S$. Write $w=q'+s$, where $q'=q+\beta d/2$ and $s=\beta(x-d/2)$. Odd powers of $s$ integrate to zero, so the part of order $B^2$ comes from $6q'^2s^2$, with $\int_0^d s^2dx=\beta^2d^3/12$. The Gaussian weight $e^{-dq'^2/\kappa_0}$ has $\langle q'^2\rangle=\kappa_0/2d$. The correction is therefore

$$-\frac{6}{4\kappa_0^3}\,\frac{\kappa_0}{2d}\,\frac{\beta^2d^3}{12}=-\frac{3}{4\kappa_0d}\;\frac{\beta^2d^3}{12\kappa_0}.$$

For the example this is a reduction of 5.2 percent. The quarter rule gives 0.00547, and numerical summation of $e^{-S}$ over $q$ gives 0.00520, lower by 4.9 percent. This sum keeps $p_z=0$. Summing over $p_z$ as well raises the average $\kappa$ and adds a further fraction $-1/4\kappa_0d$; the shortfall is then 6.4 percent. At $\kappa_0d=200$ the ratio of the sum to the quarter rule is 0.99627, against a predicted 0.99625.

**Q.** All this rests on WKB, with sharp faces where $\kappa$ jumps. Does the actual transmission follow the same law?

**A.** Its leading part for a thick barrier does, but the prefactor adds a term in $B^2d^2$. Let the field act inside the barrier and vanish in the electrodes, which have the same mass. The entry wavevector along $x$ is $k_1$. The exit one obeys $k_2^2=k_1^2-\beta^2d^2$, since the transverse momentum gained is kept.

At the entry face, a wave of unit amplitude with reflection $r$ joins a decaying wave of amplitude $a$: $1+r=a$ and $ik_1(1-r)=-\kappa_0a$. Adding $1+r=a$ and $1-r=i\kappa_0a/k_1$ gives $2=a(1+i\kappa_0/k_1)$, so $|a|^2=4k_1^2/(k_1^2+\kappa_0^2)$. Inside the barrier, keep the term dropped earlier, with $w''\simeq\kappa'$: then $w'^2\simeq\kappa^2+\kappa'$ and $w'\simeq\kappa+\kappa'/2\kappa$, so $e^{-w}$ carries an extra factor $\kappa^{-1/2}$. The wave therefore reaches the exit with $|g|^2=|a|^2(\kappa_0/\kappa_2)e^{-S}$, where $\kappa_2=\kappa(d)$. There it meets a reflected wave $h$ and a transmitted wave $t$: $g+h=t$ and $\kappa_2(h-g)=ik_2t$. Eliminating $h$ gives $2\kappa_2g=(\kappa_2-ik_2)t$. The flux ratio $T=(k_2/k_1)|t|^2$ is then

$$T=\frac{4k_1\kappa_0}{k_1^2+\kappa_0^2}\;\frac{4k_2\kappa_2}{k_2^2+\kappa_2^2}\;e^{-S},$$

where the return of $h$ to the entry face is neglected for a thick barrier.

The first factor does not involve $B$. In the second, $\kappa_2^2=\kappa_0^2+\beta^2d^2$, so $k_2^2+\kappa_2^2$ is constant and the product $k_2\kappa_2$ alone changes. To order $B^2$,

$$-\Delta\ln T=\frac{\beta^2d^3}{3\kappa_0}-\frac{\beta^2d^2}{2}\left(\frac1{\kappa_0^2}-\frac1{k_1^2}\right).$$

The second term is smaller by a factor of order $1/\kappa_0d$ when $k_1$ is not much smaller than $\kappa_0$.

I compared $T$ from numerical integration of the wave equation with the exponent and prefactor together, for $k_1=2\kappa_0$, $\beta/\kappa_0^2=0.005$ and $\kappa_0d=10$, 20 and 40. The changes in $\ln T$ agreed within $u^2/(2\kappa_0d)$. Between 20 and 40 the apparent power of $d$ was 3.03; the prefactor term pushes it slightly above 3.

For the silicon example, with an illustrative $k_1=2\kappa_0$, the wave equation gives a fall in $\ln T$ of 0.0202. The exponent alone gives 0.0219, and the prefactor term is $-3u^2/8=-0.0017$.

The prefactor also touches the sum over $q$. The best electron has transverse wavevector $\mp\beta d/2$ at the two faces, so the prefactor term becomes $-\frac{\beta^2d^2}{4}\left(\frac1{\kappa_0^2}-\frac1{k_1^2}\right)$. For the same $k_1$ this lowers the summed increase further, by somewhat more than a tenth.

**Q.** Must the exit state exist? You have taken energy from the normal motion.

**A.** It must. At the exit the transverse kinetic energy is $(eBd)^2/2m$, here 2.96 meV. If it entered with $q=0$ and the collector has the same mass as the barrier, the electron needs more than this above the collector's band edge, or $k_2$ is imaginary and the channel is closed. Another entry momentum or collector mass changes the figure. In a metallic silicide that is a small demand. A lightly doped semiconductor collector with a few meV available could fail it.

**Q.** Silicon has other valleys, and their masses are not isotropic.

**A.** Let the mass be $m_x$ along the normal and $m_y$ along $y$, with these directions as principal axes. The transverse energy is now $(eBx)^2/2m_y$, so

$$\kappa^2=\frac{2m_x}{\hbar^2}\left[\phi+\frac{(eBx)^2}{2m_y}\right]=\kappa_0^2+\frac{m_x}{m_y}\beta^2x^2,$$

with $\kappa_0$ built from $m_x$. The leading increase is multiplied by $m_x/m_y$. For the valley pair whose long axis lies along $y$, the factor is $0.19/0.92=0.207$ and the increase is 0.0045. Its zero-field exponent is the same as before. The pair with its long axis along the normal has a zero-field exponent of 63.4, so its factor $e^{-S}$ is about $10^{-15}$ of the others.

If the two side pairs contribute equally, the single-channel increase averages to about 0.013. The factor of a quarter carries over, because the mass ratio multiplies the whole transverse term. With parabolic valleys, the current they carry at fixed energy would then fall by about 0.3 percent at 10 T.

**Q.** So a measured contact would show 0.3 percent, not 2.2. What else separates your model from a real one?

**A.** The sum over $q$ lowers the increase in the first valley pair about fourfold. The next three estimates refer to that pair at $q=0$, changing one thing at a time:

- Image forces, with relative permittivity 11.7, lower the middle of the barrier by 11 meV and round its edges. The exponent drops to 27.6 and the increase becomes 0.0227.
- A two-band dispersion replaces $\phi$ by $\phi(1-\phi/E_g)$. With a rough vertical gap $E_g=4$ eV at the valley, the exponent is 26.4 and the increase 0.0239.
- A bias of 10 mV, or 0.0125 MV/cm, tilts the barrier and gives 0.0220.

The first two multiply the zero-field $e^{-S}$ by about 3 and 12, yet change the increase by only 4 and 9 percent. Within these models the field effect depends on $\kappa_0$ through a simple inverse power, whereas the transmission depends on it exponentially.

The shape of the valley matters far more. For a valley along $z$, a second band lies $\Delta\approx0.5$ eV above the minimum and is coupled to it by $\hbar^2k_xk_y/M$, with $1/M\approx1/m_t-1/m_0$, where $m_t=0.19\,m_0$ and $m_0$ is the free-electron mass. This shifts the lower band by $-(\hbar^2k_xk_y/M)^2/\Delta$. With $k_x=i\kappa$ the shift turns positive, and the transverse term in $\kappa^2$ is multiplied by $1+2m_t\hbar^2\kappa_0^2/(M^2\Delta)\approx4.4$. An empirical-pseudopotential complex band structure gives a factor near 4 (3.9 and 4.0 for two basis sizes), an exponent of 27.5 and a single-channel increase of about 0.09. For the pair along $y$ it gives 0.18 in place of 0.207. The $B^2d^3$ law survives, but the summed estimate rises from 0.3 to about 1 percent.

Many real metal–silicon contacts depart further from the model. Doping gives them a curved Schottky barrier in place of a rectangle, and the coefficient $1/3$ then no longer applies. An 8 nm barrier is also thick for a contact meant to have low resistance; at 4 nm the single-channel increase is 0.0027. Rough interfaces and defects break the conservation of $p_y$, and the silicide's band structure decides which transverse momenta are supplied. 
The valence band is missing as well. Silicon's gap is about 1.17 eV at 4.2 K, so the electron's energy lies only about 0.52 eV above the valence band edge. With a light-hole mass near 0.2, the same exponent formula gives about 26, below 28.8. This far from the edge, well beyond the spin-orbit splitting, the light branch is lighter still: a mass near 0.18 gives about 25, and the pseudopotential bands give about 22.5 (22.7 with the smaller basis), against 27.5 for the side valleys. If the electrodes supply states near zero transverse momentum, tunnelling through valence-band states probably carries more current than the valleys treated here, with its own field dependence.

I have not computed the field effect in that channel, nor the effects of doping, roughness, defects or the silicide's bands. The 0.3 percent for parabolic valleys, or about 1 percent with the band coupling, is thus a model estimate for the conduction-band part of the current, not a prediction for a particular sample.

**Q.** The field also acts on the spin, and your electrons are not at zero temperature.

**A.** For $g=2$ the Zeeman energy is 0.58 meV at 10 T. It raises the barrier for one spin and lowers it for the other, shifting $S$ by $+0.0128$ and $-0.0128$. Each shift is more than half the orbital increase. In an unpolarized current they cancel to first order, leaving a net change of $-9\times10^{-5}$. With spin-polarized electrodes the cancellation would be incomplete.

At 4.2 K the exponent falls by 0.008 when the electron's energy rises by $k_BT$. Emission over the barrier carries the exponent $\phi/k_BT=1796$ and is negligible beside 28.8. The two exponents become equal at 262 K, so near room temperature over-barrier current competes, and the tunnelling formula no longer describes the total current.

## Computed results

```
Barrier height phi: 0.65 eV; thickness d: 8.0 nm
Field B: 10.0 T; temperature: 4.2 K
Masses mt, ml: 0.19, 0.92 free-electron masses
beta = eB/hbar: 0.015193 nm^-2
kappa0: 1.8004 nm^-1; kappa0*d: 14.403
Small parameter u: 0.06751; u^2: 0.004557
Field at which u = 1: 148.1 T
Zero-field exponent: 28.8066; exp(-S0): 3.086e-13
Increase, full quadrature: 0.021865
Increase, leading formula: 0.021880
Fractional shortfall: 6.825e-04; 3u^2/20: 6.836e-04
Loss of exp(-S) at B: 2.163 percent
Exit transverse energy: 2.962 meV
Increase at 5 T, 8 nm: 0.005469
Increase at 20 T, 8 nm: 0.087282
Increase at 10 T, 4 nm: 0.002735
Increase at 10 T, 16 nm: 0.174564
Power of B on doubling: 1.9971
Power of d on doubling: 2.9971
Power of d, wave equation, kappa0*d 20 to 40: 3.0340
Entry q = 0.3 nm^-1, 1 T: linear part 0.015981, quadratic part 0.000210
q-summed increase / quarter rule, kappa0*d=200: 0.99627
Neglected effects, example numbers:
q-summed increase: 0.005204; quarter rule: 0.005470
Side valleys with long axis along y, increase: 0.004518
Valleys with long axis along normal, zero-field exponent: 63.39
Wave equation, electrode k = 2 kappa0, fall of ln T: 0.020249
Image force (eps_r 11.7): mid-layer lowering 10.66 meV
Image force: exponent 27.624, increase 0.022658
Two-band (gap 4.0 eV): exponent 26.362, increase 0.023889
Bias 10 mV (0.0125 MV/cm): exponent 28.696, increase 0.021992
Zeeman energy (g = 2): 0.5788 meV
Zeeman exponent shifts: +0.01282, -0.01283
Zeeman net change after spin sum: -8.51e-05
Thermal spread kT*|dS/dE|: -0.00802
phi/kT at 4.2 K: 1796
Temperature where phi/kT equals S0: 262 K
```
